\section*{No Spin-Polarized Current into a Single-Mode Lead}

Before computing the spin polarization produced by a spin-orbit device, one must decide how many modes its exit lead will have. If the exit has one spin-degenerate mode, a scan over gate shapes, disorder and spin-orbit strengths is wasted under the conditions stated below: the polarization is zero for every choice. A nonzero value then means that a condition has been broken, in the device or in the calculation.

\section{Conductor, leads and feeding}

A scattering region with arbitrary spin-orbit coupling joins an input lead $L$, with $N$ propagating orbital modes, to an output lead $R$ with one. Each mode holds two spin channels. The electrons move in a static potential, without inelastic scattering, magnetic field or magnetic order. If the potential is a mean field, it too must be symmetric under time reversal. The leads have no spin-orbit coupling, so spin and orbital motion separate there.

Let $x$ point out of the sample along $R$, and let $\chi(y)$ be the real, normalized transverse mode. Far enough from the sample for closed modes to have decayed,
\begin{equation}
\psi(x,y)=\frac{\chi(y)}{\sqrt v}\left(a\,e^{-ikx}+b\,e^{ikx}\right),\qquad v=\frac{\hbar k}{m}, \label{wave}
\end{equation}
where the spinors $a$ and $b$ hold the incoming and outgoing amplitudes. The particle current ($\sigma_0=1$) and the spin currents ($\sigma_i$, $i=x,y,z$) are
\begin{equation}
J_\mu=\frac{\hbar}{m}\,\mathrm{Im}\int \psi^\dagger\sigma_\mu\partial_x\psi\,dy
= b^\dagger\sigma_\mu b-a^\dagger\sigma_\mu a . \label{flux}
\end{equation}
The cross terms contribute $\mathrm{Re}(z-z^*)=0$, with $z=a^\dagger\sigma_\mu b\,e^{2ikx}$. The factor $1/\sqrt v$ thus gives every channel unit flux per unit $|b|^2$.

Collecting the amplitudes of both leads, with $L$ first, we define
\begin{equation}
b=Sa,\qquad S=\begin{pmatrix} r&t'\\ t&r'\end{pmatrix}. \label{S}
\end{equation}
Here $t$ is a $2\times2N$ matrix and $r'$ is $2\times2$. A reservoir fills all $2N$ incoming channels of $L$ equally and without mutual coherence, so $\langle a_La_L^\dagger\rangle=1$ per filled state. The outgoing spin matrix in $R$ is
\begin{equation}
\langle b_Rb_R^\dagger\rangle=t\langle a_La_L^\dagger\rangle t^\dagger=tt^\dagger,
\qquad P_i=\frac{\mathrm{Tr}(\sigma_i tt^\dagger)}{\mathrm{Tr}(tt^\dagger)} . \label{P}
\end{equation}

The word ``unpolarized'' needs care. If mode $n$ has weight $w_n$, equal for its two spins, the input carries no spin, but the output matrix is $\sum_n w_nt_nt_n^\dagger$, where $t_n$ is the $2\times2$ block of $t$ for that mode. This need not be proportional to the identity. The theorem concerns equal $w_n$.

\section{Proof}

\subsection{Unitarity}

Current conservation requires $b^\dagger b=a^\dagger a$ for every $a$, hence $S^\dagger S=1$. Since $S$ is a finite square matrix, $SS^\dagger=1$ as well. The block of this equation with both indices in $R$ is
\begin{equation}
tt^\dagger+r'r'^\dagger=1. \label{unitary}
\end{equation}
The spin of the transmitted electrons is therefore fixed by reflection back into the output lead.

\subsection{Time reversal}

The time-reversal operator is $\Theta=i\sigma_yK$, where $K$ is complex conjugation. Applied to (\ref{wave}), it gives
\begin{equation}
\Theta\psi=\frac{\chi}{\sqrt v}\left(i\sigma_yb^*\,e^{-ikx}+i\sigma_ya^*\,e^{ikx}\right). \label{reversed}
\end{equation}
The new incoming amplitude is $i\sigma_yb^*$ and the new outgoing one is $i\sigma_ya^*$. The same holds in every mode of both leads. Let $\Sigma=1\otimes i\sigma_y$ act on all channels. Because $\Theta\psi$ solves the same Schr\"odinger equation at the same energy,
\begin{equation}
\Sigma a^*=S\Sigma b^*=S\Sigma S^*a^*\quad\Rightarrow\quad S\Sigma S^*=\Sigma , \label{TR}
\end{equation}
since $a$ is arbitrary. Multiply on the right by $S^T$ and use $S^*S^T=(SS^\dagger)^*=1$:
\begin{equation}
S\Sigma=\Sigma S^T,\qquad S=\Sigma S^T\Sigma^{-1}. \label{dual}
\end{equation}
The $RR$ block reads $r'=\sigma_yr'^T\sigma_y$, because the factors $i$ and $i^{-1}$ cancel and $\sigma_y^{-1}=\sigma_y$. Written out,
\begin{equation}
\begin{pmatrix}\alpha_1&\beta_1\\ \gamma_1&\delta_1\end{pmatrix}
=\begin{pmatrix}\delta_1&-\beta_1\\ -\gamma_1&\alpha_1\end{pmatrix}
\quad\Rightarrow\quad r'=c_0\,1 . \label{scalar}
\end{equation}
An electron sent in through the single mode and reflected into it returns with its spin unchanged, however strongly its spin precessed inside.

\subsection{Result}

Inserting (\ref{scalar}) in (\ref{unitary}) gives
\begin{equation}
\boxed{\,tt^\dagger=(1-|c_0|^2)\,1,\qquad P_x=P_y=P_z=0\,} \label{result}
\end{equation}
whenever $|c_0|<1$; for $|c_0|=1$ nothing is emitted and $P$ is undefined.

Reservoir $R$ also feeds electrons. With occupations $f_L$ and $f_R$, the full outgoing matrix is $[f_L(1-|c_0|^2)+f_R|c_0|^2]\,1$. Where the closed modes have decayed, the wave fed from $R$ has spinor $(e^{-ikx}+c_0e^{ikx})a$, so its average over $a$ is also proportional to the identity, interference included. Each energy contributes separately, and the result survives any temperature or bias for which all contributing energies have one open mode in $R$ and the potential keeps its symmetry.

\section{When polarization becomes possible}

\subsection{Several output modes}

Write a general spin block as $c_0+\mathbf c\cdot\boldsymbol\sigma$, with $\mathbf c=\mathbf u+i\mathbf w$ and $\mathbf u,\mathbf w$ real. From $\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k$,
\begin{align}
(c_0+\mathbf c\cdot\boldsymbol\sigma)(c_0^*+\mathbf c^*\cdot\boldsymbol\sigma)
&=|c_0|^2+|\mathbf c|^2+\left[2\,\mathrm{Re}(c_0^*\mathbf c)+i\,\mathbf c\times\mathbf c^*\right]\cdot\boldsymbol\sigma,\nonumber\\
i\,\mathbf c\times\mathbf c^*&=2\,\mathbf u\times\mathbf w . \label{product}
\end{align}
Since $\mathrm{Tr}(\sigma_i\sigma_j)=2\delta_{ij}$, the trace of this product with $\boldsymbol\sigma$ is $4\,\mathrm{Re}(c_0^*\mathbf c)+4\,\mathbf u\times\mathbf w$.

For $M$ output modes, (\ref{dual}) relates the blocks by $r'_{mn}=\sigma_yr'^T_{nm}\sigma_y$. As $\sigma_y\sigma_i^T\sigma_y=-\sigma_i$, the scalar parts are symmetric in $m,n$ and the vectors $\mathbf c_{mn}$ are antisymmetric. Unitarity gives the emitted spin as minus the spin trace of $r'r'^\dagger$. In the sum over $m,n$ the terms linear in $\mathbf c$ cancel in pairs, while those quadratic in it add:
\begin{equation}
\mathrm{Tr}(\boldsymbol\sigma\,tt^\dagger)=-8\sum_{m<n}\mathbf u_{mn}\times\mathbf w_{mn}. \label{multi}
\end{equation}
For $M=1$ the sum is empty. For $M\ge2$ polarization requires spin-flip reflection between different modes, with real and imaginary parts that are not parallel in at least one pair. A second mode permits polarization but does not guarantee a large one. The same formula, with $r$ in place of $r'$, describes emission into $L$ when $R$ is the source. A single mode at the input therefore gives no protection.

\subsection{Magnetic field}

Let a field $B$ act in the scattering region. Time reversal now maps solutions at $B$ to solutions at $-B$, and the steps leading to (\ref{dual}) give $S(-B)=\Sigma S(B)^T\Sigma^{-1}$. For one output mode, $c_0$ is even in $B$ and $\mathbf c$ is odd. Equations (\ref{unitary}) and (\ref{product}) then yield
\begin{equation}
\mathbf P=-\frac{4\,\mathrm{Re}(c_0^*\mathbf c)+4\,\mathbf u\times\mathbf w}{\mathrm{Tr}(tt^\dagger)} . \label{field}
\end{equation}
If $S$ is smooth in $B$, the first term starts linearly and the second quadratically. Weak fields therefore generally produce a polarization linear in $B$.

\subsection{A third lead}

With a third lead $D$, $r'$ is still scalar, but unitarity becomes
\begin{equation}
t_{RL}t_{RL}^\dagger+t_{RD}t_{RD}^\dagger=(1-|c_0|^2)\,1 . \label{third}
\end{equation}
The two terms may carry opposite spins. If $D$ drains electrons and feeds none, the current from $L$ can be polarized; if $D$ is filled equally with $L$, the sum is unpolarized. Inelastic scattering similarly removes electrons from the coherent stream, and (\ref{unitary}) no longer holds for the remainder.

\subsection{Spin-orbit coupling in the exit lead}

If the exit lead has spin-orbit coupling and two channels in each direction, take each incoming channel as $\Theta$ times an outgoing one; Kramers partners travel in opposite directions. Since $\Theta^2=-1$, reversal sends $(a,b)$ to $(b^*,-a^*)$, so $SS^*=-1$ and, by unitarity, $S=-S^T$. The $2\times2$ block $r'$ is then antisymmetric, and $r'r'^\dagger$ is again proportional to the identity. The two outgoing channels are equally filled, but their spins need not be opposite. Any remaining mean spin is a property of the lead's own states.

\section{A Rashba cavity with a narrow exit}

\subsection{Model}

The example is a hard-walled cavity 192 nm long and 168 nm wide, with an input lead of the full width and an off-centre exit 48 nm wide. The mass is $m=0.03\,m_e$, the Fermi energy is 12 meV, and the cavity has the coupling $\alpha(k_y\sigma_x-k_x\sigma_y)$ with $\alpha=20$ meV nm. The Schr\"odinger equation is discretized on a square grid of spacing 8 nm, matched to the modes of the leads, and solved as a linear system. Site energies in the cavity are drawn once, uniformly from $\pm8$ meV.

The hopping energy is $J=\hbar^2/(2m\cdot 64\ \mathrm{nm}^2)=19.84$ meV, so $\hbar^2/2m=1270$ meV nm$^2$. The grid puts the exit thresholds at
\begin{equation}
E_n=2J\left(1-\cos\frac{n\pi}{6}\right)=5.3,\ 19.8\ \mathrm{meV}\qquad(n=1,2). \label{thresholds}
\end{equation}
The continuum values are 5.4 and 21.8 meV. Either way the exit has one mode at 12 meV; the input has five. The spin precession angle along the cavity is $\alpha\cdot192\ \mathrm{nm}/(\hbar^2/2m)=3.0$ rad, so the spin rotation is not weak.

\subsection{Reflection and transmission}

The solution has $c_0=-0.1124+0.2767i$, so $|c_0|^2=0.0892$. Equation (\ref{result}) requires $1-0.0892=0.9108$ for both diagonal elements of $tt^\dagger$. The computed elements have this value, and the off-diagonal ones vanish to rounding error. The total transmission is 1.822, and the zero-temperature conductance is $1.822\,e^2/h=70.6\ \mu\mathrm S$.

The contributions $T_n=\mathrm{Tr}(t_nt_n^\dagger)$ and $\mathbf s_n=\mathrm{Tr}(\boldsymbol\sigma t_nt_n^\dagger)$ of the input modes are listed below. Four decimals are kept to show the cancellation, not as a material prediction: on a 2 nm grid with the same disorder landscape the total transmission is higher by several per cent.

\begin{center}
\begin{tabular}{cccccc}
$n$ & $T_n$ & $s_x$ & $s_y$ & $s_z$ & $|\mathbf s_n|/T_n$\\
1 & 0.2950 & $-0.0538$ & $-0.0244$ & $-0.0756$ & 0.33\\
2 & 0.4307 & $+0.0833$ & $+0.0118$ & $-0.1552$ & 0.41\\
3 & 0.2607 & $+0.1707$ & $+0.0088$ & $-0.0918$ & 0.74\\
4 & 0.5459 & $-0.2308$ & $+0.1829$ & $+0.3792$ & 0.88\\
5 & 0.2893 & $+0.0306$ & $-0.1791$ & $-0.0566$ & 0.66
\end{tabular}
\end{center}

Each spin column sums to zero. Mode 4 alone, fed equally in both spins, would emit electrons with polarization 0.88. Its spin vector has length $0.88\times0.546=0.48$. Raising its weight by 1\% therefore leaves a net polarization of about $0.0048/1.83=0.0026$.

\subsection{Breaking the conditions}

In each comparison below, everything not named is held fixed. The nonzero polarizations belong to the 8 nm grid and show orders of magnitude only. With the same disorder landscape on a 2 nm grid they change by factors of up to about 3: the side-lead value rises from 0.04 to 0.06 or more, the value at 10 mT falls from $4.5\times10^{-3}$ to $3\times10^{-3}$ or less, and the value for an 80 nm exit falls from 0.005 to between 0.002 and 0.004, depending on how the landscape is placed on the finer grid. The zero for a single-mode exit does not depend on the grid.

Widening the exit to 80 nm opens a second mode and gives $|\mathbf P|=0.005$; without spin-orbit coupling this returns to zero. Sending electrons from the 48 nm exit lead into the wide lead gives 0.09. A draining side lead, also 48 nm wide, gives 0.04.

A perpendicular field in the cavity, with its orbital effect and a Zeeman term for $g=-15$, gives $4.5\times10^{-4}$ at 1 mT, $4.5\times10^{-3}$ at 10 mT and $1.6\times10^{-2}$ at 100 mT. The first two values follow the linear law expected from (\ref{field}). The third lies well below it on this grid, but on a 2 nm grid it is about $3\times10^{-2}$, some 30\% above the linear extrapolation there, so these numbers do not fix the field at which linearity ends.

Inelastic loss is represented by adding $-i\hbar/2\tau$ to the cavity energy, with $\tau=100$ ps. Of the electrons fed from $L$, 1.3\% are lost (1.5\% on finer grids), and the coherent electrons reaching $R$ have $|\mathbf P|=7\times10^{-4}$. Electrons that re-emerge after an inelastic event are not included.

At temperature $T$, the part of the thermal window $-\partial f/\partial E$ above the second threshold is
\begin{equation}
\int_{E_2}^{\infty}\left(-\frac{\partial f}{\partial E}\right)dE
=f(E_2)=\frac{1}{e^{(E_2-\mu)/k_BT}+1}. \label{thermal}
\end{equation}
With $\mu$ fixed at 12 meV and the continuum threshold $E_2=21.8$ meV, this is $2\times10^{-12}$ at 4.2 K, 0.19 at 77 K and 0.41 at 300 K. If the density is fixed instead, $\mu$ falls on heating and the last two values become 0.16 and 0.20. Part of the window lies below the first threshold $E_1$, where the exit is closed. Relative to the open part, $f(E_2)/f(E_1)$, the shares at 77 K and 300 K are 0.26 and 0.72 at fixed $\mu$, and 0.23 and 0.63 at fixed density. Either way, single-mode operation is lost well below room temperature. The resulting polarization may still be small: on the 8 nm grid it is $3\times10^{-4}$ at 3 meV above the threshold, and it reaches about 0.007 at other sampled energies below the third threshold.

A real exit has finite length. At 12 meV the intensity of its closed second mode decays, in the continuum, over 5.7 nm, which gives a factor $2\times10^{-8}$ over 100 nm.

\subsection{Comparison with an InAs quantum well}

The mass and Rashba coefficient are of the order found in InAs quantum wells. The density $mE/(\pi\hbar^2)=1.5\times10^{11}$ cm$^{-2}$ is on the low side. A golden-rule estimate of the disorder gives $\hbar/\tau_s=(64/3)\ \mathrm{meV}^2/(2J)=0.54$ meV and a mobility $e\tau_s/m$ of about $7\times10^4$ cm$^2$/Vs, a plausible order for a good well. For a gap of roughly 400 meV, two-band nonparabolicity raises the mass by about $2E/E_g=6\%$. This changes $c_0$ but not the theorem. Nor does added Dresselhaus coupling, which preserves time reversal: with a coefficient of 5 meV nm the polarization remains zero. The assumption such a well breaks most directly is that spin-orbit coupling stops at the exit. Continuing the Rashba term into the 48 nm lead leaves its two outgoing channels with a mean spin of 0.0033 in the continuum (0.0036 on the 8 nm grid), in units where full polarization is 1. This is the average of their spin expectation values, not the current ratio $P$. If the exit opens into a wide region with spin-orbit coupling, that region acts as a second scatterer with many output modes. The reverse-direction value, 0.09, indicates the possible size for a region like this cavity; a hundred other draws of the disorder on the 8 nm grid give values from 0.03 to 0.25, with a median near 0.12. A single-mode constriction thus suppresses polarization at the constriction, but does not guarantee an unpolarized current at a distant detector.
